# Refractive index and sound velocity from Brillouin frequencies at two angles

## The question

A flat, uniform, transparent silica film, 2000 nm thick, lies on aluminium. A pump pulse heats the metal and launches a short longitudinal strain pulse, which crosses the film along its normal towards the outer surface at constant speed $v$. A collimated probe of vacuum wavelength $\lambda$ arrives at angle $\theta$, measured outside the film. While the pulse is inside the film, the reflectance oscillates at a frequency $f$.

Take the outer medium as vacuum and the film as isotropic with real index $n$, except where a part says otherwise. Write $s=\sin^2\theta$. The algebra uses atomic units, so a photon of energy $\omega$ has vacuum wavenumber $k_0=\omega/c=2\pi/\lambda$. Depth $z$ increases into the film from its surface at $z=0$, and fields vary as $e^{-i\omega t}$.

**(a)** For s polarization, find the first-order change $\delta r$ of the reflection amplitude caused by a small permittivity change $\delta\varepsilon(z)$ in the film.

**(b)** Deduce $f$, and show how $f^2$ depends on $s$.

**(c)** Frequencies $f_1,f_2$ are measured at two angles with $s_1<s_2$. Find $v$ and $n$.

**(d)** At $\lambda=400$ nm the frequencies are 43.06 GHz at $10^\circ$ and 35.04 GHz at $60^\circ$. Evaluate $n$ and $v$, and predict the frequencies at $30^\circ$ and $45^\circ$.

**(e)** Find how small relative errors in the two frequencies reach $n$, $v$ and $nv$. Which angles are best?

**(f)** Find the effect of small errors in the assumed angles.

**(g)** The film is now uniaxial, with its axis along the normal, ordinary index $n_o$ and extraordinary index $n_e$. What does the method of part (c) return for s and for p polarization? What does it return for an isotropic film in air of index $n_a$?

**(h)** Judge the result of part (d) against a real silica film.

## Model answers

### (a) Change of the reflection amplitude

Since $v/c$ is about $2\times10^{-5}$, the pulse may be treated as frozen while light crosses the film. The layers are uniform along the surface, so the in-plane wavenumber $k_0\sin\theta$ is the same in all of them. The s-polarized field is parallel to the surface and obeys

$$E''+k_0^2(\varepsilon-s)E=0,$$

with $E$ and $E'$ continuous at each interface.

Let $E_0$ be the solution without the pulse and $E_1$ the solution with it, both for unit incident amplitude. Define $W=E_0E_1'-E_1E_0'$. The first-derivative products cancel in $W'$, which leaves

$$W'=E_0E_1''-E_1E_0''=-k_0^2\,\delta\varepsilon\,E_0E_1 .$$

In the vacuum, $E_j=e^{ipz}+r_je^{-ipz}$ with $p=k_0\cos\theta$. At the surface,

$$W(0)=ip\left[(1+r_0)(1-r_1)-(1+r_1)(1-r_0)\right]=2ip(r_0-r_1)=-2ip\,\delta r .$$

Deep in the metal both fields are multiples of the same decaying function, so $W=0$ there. Integrating $W'$ from the surface into the metal gives

$$0-(-2ip\,\delta r)=-k_0^2\int\delta\varepsilon\,E_0E_1\,dz .$$

Dividing by $2ip$, using $-1/i=i$, and replacing $E_1$ by $E_0$ to first order,

$$\delta r=\frac{ik_0}{2\cos\theta}\int\delta\varepsilon(z)\,E_0(z)^2\,dz .$$

### (b) The oscillation frequency

In the film $\varepsilon=n^2$, so

$$E_0=Ae^{ik_zz}+Be^{-ik_zz},\qquad k_z=k_0\sqrt{n^2-s}.$$

The second wave comes from the metal. Squaring,

$$E_0^2=A^2e^{2ik_zz}+B^2e^{-2ik_zz}+2AB .$$

A pulse of fixed shape has $\delta\varepsilon=g(z-\zeta)$, with centre $\zeta(t)=\zeta_0-vt$. Put $u=z-\zeta$ and $G(q)=\int g(u)e^{iqu}du$. Then

$$\delta r=\frac{ik_0}{2\cos\theta}\left[A^2G(2k_z)e^{2ik_z\zeta}+B^2G(-2k_z)e^{-2ik_z\zeta}+2ABG(0)\right].$$

The measured change is $\Delta R=|r_0+\delta r|^2-|r_0|^2\simeq2\,\mathrm{Re}(r_0^*\delta r)$. It consists of a constant and a sinusoid of angular frequency $\Omega=2k_zv$. The metal affects $A$, $B$ and $r_0$, hence the strength and phase of the sinusoid, but not $\Omega$.

Two conditions are needed to see the oscillation. The pulse must be short enough for $G(2k_z)$ to be appreciable. The metal must also absorb: with a lossless mirror and a real $\delta\varepsilon$, energy conservation keeps $R=1$, and only the phase of the reflected light oscillates.

With $k_0=2\pi/\lambda$ and $f=\Omega/2\pi$,

$$f=\frac{2v}{\lambda}\sqrt{n^2-s},\qquad f^2=\frac{4v^2}{\lambda^2}(n^2-s).$$

Thus $f^2$ is linear in $s$, with slope $-4v^2/\lambda^2$ and intercept $4v^2n^2/\lambda^2$. Tilting the probe shortens the normal component of its wavevector, so the pulse takes longer to pass from one fringe to the next.

### (c) Separating the two unknowns

Subtracting the two squared frequencies removes $n$:

$$f_1^2-f_2^2=\frac{4v^2}{\lambda^2}(s_2-s_1).$$

Weighting each square with the other run's $s$ cancels the terms in $s_1s_2$:

$$s_2f_1^2-s_1f_2^2=\frac{4v^2}{\lambda^2}\left(s_2n^2-s_1s_2-s_1n^2+s_1s_2\right)=\frac{4v^2}{\lambda^2}n^2(s_2-s_1).$$

The first relation gives $v$, and the ratio of the second to the first gives $n^2$:

$$v=\frac{\lambda}{2}\sqrt{\frac{f_1^2-f_2^2}{s_2-s_1}},\qquad n^2=\frac{s_2f_1^2-s_1f_2^2}{f_1^2-f_2^2}.$$

The positive roots are taken. Both runs must share the same $\lambda$, $n$ and $v$. A single angle fixes only $v^2(n^2-s)$. The index depends only on $f_1/f_2$ and the angles, so a common error in the time scale cancels from it; such an error passes in full to $v$.

### (d) Numbers

The values of $s$ are 0.03015 and 0.75000, which differ by 0.71985. The squared frequencies are 1854.16 and 1227.80 GHz², which differ by 626.36 GHz². Hence

$$\text{slope}=-\frac{626.36}{0.71985}=-870.13\ \text{GHz}^2,$$

and the intercept is $1854.16+870.13\times0.03015=1880.4$ GHz². Then

$$n^2=\frac{1880.4}{870.13}=2.161,\qquad n=1.470,$$

$$v=(200\ \text{nm})\sqrt{870.13}\ \text{GHz}=5900\ \text{m/s},$$

or 0.002697 atomic units of velocity.

At $30^\circ$ the line predicts $f^2=1880.4-870.13\times0.25=1662.9$ GHz², so $f=40.78$ GHz. At $45^\circ$ it predicts $1445.3$ GHz², so $f=38.02$ GHz.

The data are model data. They were obtained by solving Maxwell's equations for successive pulse positions with $n=1.47$ and $v=5900$ m/s, fitting a sinusoid to each reflectance trace, and rounding. The same calculation gives 40.78 and 38.02 GHz at the two intermediate angles, in agreement with the line. The numerical output lists the values before rounding.

### (e) Errors in the frequencies

Let $e_i=df_i/f_i$, $D=s_2-s_1$, $a=n^2-s_1$ and $b=n^2-s_2$, so that $a-b=D$. For the index, take the logarithm of $f_1^2/f_2^2=a/b$ and differentiate at fixed angles:

$$2(e_1-e_2)=d(n^2)\left(\frac1a-\frac1b\right)=-\frac{D}{ab}\,d(n^2).$$

Since $d(n^2)=2n\,dn$,

$$\frac{dn}{n}=\frac{ab}{n^2D}(e_2-e_1).$$

For the speed, $v^2\propto f_1^2-f_2^2$, hence

$$\frac{dv}{v}=\frac{f_1^2e_1-f_2^2e_2}{f_1^2-f_2^2}=\frac{a\,e_1-b\,e_2}{D}.$$

Here the gain for $n$ is 1.933, and those for $v$ are 2.960 and 1.960. The rounding in part (d), at most 0.005 GHz in each frequency, is a relative error of at most $1.2\times10^{-4}$ in $f_1$ and $1.4\times10^{-4}$ in $f_2$. It can therefore move $n$ by up to about 0.05% and $v$ by up to about 0.06%, or 4 m/s.

Now let the two relative errors be independent, each with standard deviation 0.10%. Then

$$\sigma_n/n=\sqrt2\times1.933\times0.10\%=0.27\%,$$

$$\sigma_v/v=\sqrt{2.960^2+1.960^2}\times0.10\%=0.36\%.$$

For the product the gains add with their signs:

$$\frac{d(nv)}{nv}=(2.960-1.933)e_1+(1.933-1.960)e_2=1.027e_1-0.027e_2 ,$$

which gives 0.10%. The errors of $n$ and $v$ are strongly anticorrelated, with coefficient $-0.98$, and largely cancel in the product. The reason is that a run near normal incidence measures $nv$ almost directly, since $f=2nv/\lambda$ at $s=0$.

For independent errors of equal relative size, the best pair is the smallest and the largest usable angle. For $n$, this follows from

$$\frac{\partial}{\partial s_1}\frac{ab}{D}=\frac{b^2}{D^2}>0,\qquad \frac{\partial}{\partial s_2}\frac{ab}{D}=-\frac{a^2}{D^2}<0 .$$

For $v$, put $x=a/b>1$. The combined gain is $\sqrt{x^2+1}/(x-1)$, whose derivative has the sign of $x(x-1)-(x^2+1)=-(x+1)$. The gain therefore falls as $x$ grows, and $x$ grows when $s_1$ falls or $s_2$ rises.

Replacing $60^\circ$ by $25^\circ$ raises the error of $n$ from 0.27% to 1.86%. Keeping the original angles but raising the film index to 2.5 gives 1.08%, because $s$ is then a smaller part of $n^2-s$.

The rule assumes that the relative frequency error does not grow with angle. In the computed traces, with the pulse held fixed, the peak $\Delta R/R$ is $4.7\times10^{-6}$ at $10^\circ$ and $1.5\times10^{-6}$ at $60^\circ$, but between them it swings up and down: about $2.0\times10^{-6}$ at $45^\circ$ and $6.1\times10^{-6}$ at $50^\circ$. If detector noise dominates, the best second angle may therefore lie below the largest one available; for this film, with the first angle at $10^\circ$, it is near $53^\circ$, where the errors of $n$ and $v$ are about half those at $60^\circ$. Interference between the film's surfaces sets the strength of the oscillation, so the strong and weak angles move with thickness: between 1800 and 2200 nm the ratio of the peak at $60^\circ$ to that at $10^\circ$ ranges from about 0.3 to about 2.7.

### (f) Errors in the angles

Let the assumed values of $s_i$ be too high by $ds_i=\sin(2\theta_i)\,d\theta_i$, with the measured frequencies fixed. Since $v\propto D^{-1/2}$,

$$\frac{dv}{v}=-\frac{ds_2-ds_1}{2D}.$$

Differentiating the formula for $n^2$ at fixed frequencies, and using $f_1^2:f_2^2=a:b$,

$$d(n^2)=\frac{f_1^2ds_2-f_2^2ds_1}{f_1^2-f_2^2}=\frac{a\,ds_2-b\,ds_1}{D},\qquad \frac{dn}{n}=\frac{a\,ds_2-b\,ds_1}{2n^2D}.$$

If both angles are read $0.1^\circ$ too high, $n$ comes out 0.08% high and $v$ 0.06% low. Unlike a common time-scale error, a common angle offset does not cancel from $n$.

### (g) A uniaxial film, and air

For s polarization the electric field is perpendicular to the axis and meets $n_o$. Part (b) applies with $n=n_o$, so the method returns $n_o$ and the true $v$.

For p polarization use the tangential fields $H=H_y$ and $E=E_x$, in units in which the full electric and magnetic fields of a vacuum plane wave have equal amplitudes. Maxwell's equations give

$$H'=ik_0n_o^2E,\qquad E_z=-\frac{\sin\theta}{n_e^2}H,\qquad E'=ik_0H+ik_0\sin\theta\,E_z=ik_0\left(1-\frac{s}{n_e^2}\right)H .$$

Differentiating the first equation and inserting the last,

$$H''=-k_z^2H,\qquad k_z^2=k_0^2n_o^2\left(1-\frac{s}{n_e^2}\right).$$

To see that the frequency is still $2k_zv/2\pi$, write the pair as $H'=ik_0\alpha E$ and $E'=ik_0\beta H$, and form $W=H_0E_1-H_1E_0$ from the solutions without and with the pulse. The unperturbed terms cancel, leaving

$$W'=ik_0\left(\delta\beta\,H_0H_1-\delta\alpha\,E_0E_1\right).$$

In the vacuum $H_j=e^{ipz}+r_je^{-ipz}$ and $E_j=\cos\theta\,(e^{ipz}-r_je^{-ipz})$, so $W(0)=-2\cos\theta\,\delta r$, while $W=0$ deep in the metal. Hence $\delta r$ is proportional to the integral of $W'$ over depth. To first order $W'$ contains products of two unperturbed fields, which vary as $e^{\pm2ik_zz}$ or are constant, as in part (b). Hence

$$f^2=\frac{4v^2}{\lambda^2}\left(n_o^2-\frac{n_o^2}{n_e^2}s\right).$$

The plot is still straight. The method reads the speed from the slope and the index from the intercept divided by minus the slope:

$$v_{\rm app}=v\,\frac{n_o}{n_e},\qquad n_{\rm app}=n_e .$$

A straight plot in p polarization is therefore no proof of isotropy. For $n_o=1.47$, $n_e=1.52$ and $v=5900$ m/s, computed traces return 1.52 and 5706 m/s in p polarization, but 1.47 and 5900 m/s in s polarization. Setting $n_o=n_e$ shows that an isotropic film has the same frequency in both polarizations.

In air the conserved in-plane wavenumber is $n_ak_0\sin\theta$, so $s$ is replaced by $n_a^2s$. The slope becomes $-4v^2n_a^2/\lambda^2$ while the intercept is unchanged, giving $v_{\rm app}=n_av$ and $n_{\rm app}=n/n_a$. For $n_a=1.0003$ both shifts are 0.03%, in opposite directions.

### (h) Comparison with a real film

The values $n=1.47$ and $v=5900$ m/s are rough typical ones for silica; a deposited film can differ through its density and composition. The method assumes that nothing but the angle changes between the runs. If the second run is 10 K warmer and the speed rises by an assumed $10^{-4}$ per kelvin, $n$ comes out 0.19% high and $v$ 0.20% low. A wavelength read 1 nm too high raises $v$ by 0.25% and leaves $n$ unchanged. For a focused probe with an rms angular spread of $1^\circ$ in each of two perpendicular directions, averaging the formula frequency over the angles shifts $n$ by $+0.03\%$ and $v$ by $-0.04\%$. The strength and phase of the oscillation also vary with angle, in a way that depends on the film thickness, and this can raise the shifts to a few tenths of a percent, of either sign. A birefringence of 0.001 shifts each by 0.07% in p polarization, which s polarization avoids. The small frequency change of the scattered photon shifts each by less than 0.01%. An extinction coefficient of 0.01, far above that of clear silica at this wavelength, changes the real part of $k_z$ so little that its effect is also below 0.01%. However, it makes one of the two oscillating terms of part (b) weaken with depth and the other grow. The fit must then allow for this, since a single sinusoid of constant strength can misread $n$ and $v$ by a percent or more. For clear silica and the other disturbances assumed here, $n$ is good to about one unit in its third digit and $v$ to a few units in its third digit. Better values need control of temperature, wavelength, angle and focusing. Sound damping and variation of the film with depth are not included in these estimates.

## Calculated quantities

```
input: wavelength 400 nm, film 2000 nm
input: index 1.47, sound speed 5900 m/s
input: metal index 0.5+4.9j
input: peak permittivity change 1.0e-04
input: pulse width parameter 15 nm
trace length 305.1 ps, periods at angle 1: 13.1
angle 10 deg: sin^2 0.03015, f 43.0614 GHz, peak dR/R 4.7e-06
angle 30 deg: sin^2 0.25000, f 40.7794 GHz, peak dR/R 2.6e-06
angle 45 deg: sin^2 0.50000, f 38.0184 GHz, peak dR/R 2.0e-06
angle 60 deg: sin^2 0.75000, f 35.0405 GHz, peak dR/R 1.5e-06
largest relative gap, trace and formula: 3.5e-08
largest relative gap from straight line in f^2: 3.1e-08
first-order reflection change, relative error: 8.3e-05
data: f1 43.06 GHz, f2 35.04 GHz
f1^2 1854.16 GHz^2, f2^2 1227.80 GHz^2
difference of squares 626.36 GHz^2, of sin^2 0.71985
slope -870.13 GHz^2, intercept 1880.40 GHz^2
recovered n^2 2.16105, index 1.4701
recovered speed 5899.6 m/s = 0.002697 a.u.
error gains: n 1.933, v from f1 2.960, v from f2 1.960
frequency error taken, each run: 0.10 %
resulting error: n 0.273 %, v 0.355 %, product 0.103 %
correlation of n and v errors (sampled): -0.980
error of n for angles 10 and 25 deg: 1.86 %
error of n for index 2.5, angles 10 and 60 deg: 1.08 %
uniaxial test no 1.47, ne 1.52:
  s light returns n 1.4700, v 5900.0 m/s
  p light returns n 1.5200, v 5705.9 m/s
neglected effects, resulting bias of n and v:
  air index 1.0003: n -0.0300 %, v +0.0300 %
  both angles read 0.1 deg high: n +0.0762 %, v -0.0632 %
  focusing, 1 deg rms spread: n +0.0290 %, v -0.0432 %
  absorption, kappa 0.01: n +0.0036 %, v -0.0036 %
  photon frequency shift: n +0.0013 %, v +0.0016 %
  birefringence 0.001, p light: n +0.0680 %, v -0.0680 %
  wavelength read 1 nm high: n +0.0000 %, v +0.2500 %
  second run 10 K warmer: n +0.1939 %, v -0.1963 %
assumed speed change with temperature: 1e-04 per K
contrast left at full depth, 2 nm FWHM probe: 0.981
```
